# Positive thermopower from electron pockets alone in a metallic silicide model

## Question

I have a metallic silicide film of the kind used for contacts, with a resistivity near 15 µΩ cm. Its Seebeck coefficient at room temperature is positive, a few µV/K. A colleague concludes that the film conducts by holes. For a simple metal, the free-electron formula does give a negative value for electrons.

Is the conclusion sound? If not, can someone construct a metal whose Fermi surface consists of electron pockets, with no hole states at all, and whose thermopower is still positive? I would like to see where the sign comes from, and what would spoil the effect.

## Answer

The conclusion doesn't follow. The sign of the diffusion thermopower tells you whether conduction is stronger above or below the chemical potential. The sign of the band curvature is a separate matter. Two electron pockets are enough to show it.

### What the sign measures

Let $e>0$, so an electron carries $-e$. At a given total energy $E$, a gradient of the occupation $f$ along $x$ produces a deviation $\delta f=-\tau v_x\,\partial f/\partial x$. Summing $v_x\delta f$ over states gives the electron flux per unit energy,

$$-\frac{Nv^2\tau}{3}\frac{\partial f}{\partial x}=-\frac{\sigma(E)}{e^2}\frac{\partial f}{\partial x},\qquad \sigma(E)=\frac{e^2Nv^2\tau}{3},$$

where $N$ is the density of states with both spins and $v$ the speed. With several pockets, their contributions to $\sigma(E)$ add. Multiplying the flux by $-e$ gives the electric current

$$j=\frac1e\int\sigma(E)\frac{\partial f}{\partial x}\,dE .$$

The Fermi function depends on $(E-\mu)/kT$, with $\mu$ the electrochemical potential, so

$$\frac{\partial f}{\partial x}=\left(-\frac{\partial f}{\partial E}\right)\left[\frac{d\mu}{dx}+\frac{E-\mu}{T}\frac{dT}{dx}\right].$$

In open circuit $j=0$. The electrochemical field is $(1/e)\,d\mu/dx$, and $S$ is this field divided by $dT/dx$:

$$S=-\frac{\langle E-\mu\rangle}{eT},\qquad \langle E-\mu\rangle=\frac{\int\sigma(E)(E-\mu)(-\partial f/\partial E)\,dE}{\int\sigma(E)(-\partial f/\partial E)\,dE}.$$

The charge in this formula is already that of the electron. $S$ is positive when the mean transport energy lies below $\mu$.

The picture is a competition between two flows. The hot end has more electrons above $\mu$ and fewer below it than the cold end. Electrons above $\mu$ therefore diffuse towards the cold end, and those below $\mu$ towards the hot end. If the lower ones conduct better, electrons pile up at the hot end, and $S>0$. Empty states below $\mu$ exist in every metal at finite temperature; they don't make the Fermi surface hole-like.

If $\sigma(E)$ is smooth over a few $kT$, write $\sigma(E)\approx\sigma(\mu)+\sigma'(\mu)(E-\mu)$. The integral of $(E-\mu)^2(-\partial f/\partial E)$ is $\pi^2k^2T^2/3$, which gives the Mott formula,

$$S\approx-\frac{\pi^2k^2T}{3e}\frac{d\ln\sigma}{dE}\bigg|_\mu .$$

For one parabolic electron band, $N\propto E^{1/2}$ and $v^2\propto E$. If $\tau\propto E^r$, then $\sigma\propto E^{3/2+r}$, and a positive $S$ needs $r<-3/2$. The lifetime must fall quickly with energy, so we need a reason for it to do so.

### Two electron pockets

Take a light pocket $s$ with mass $m_s$ and bottom at $E=0$, and a heavy pocket $d$ with mass $m_d$ and bottom at $E_d$. Both are spherical and parabolic, and both masses are positive. Let $\varepsilon_s=E$ and $\varepsilon_d=E-E_d$ be the energies above each bottom. For $E>E_d$,

$$N_i=\frac{m_ik_i}{\pi^2\hbar^2},\qquad v_i=\frac{\hbar k_i}{m_i},\qquad \frac{N_iv_i^2}{3}=\frac{k_i^3}{3\pi^2m_i}=\frac{n_i}{m_i},$$

where $n_i$ is the number of states per volume in pocket $i$ below $E$.

Assume elastic scattering whose strength $W_{ij}$ does not depend on direction. Electrons leave a state of pocket $i$ at the rate $\sum_jW_{ij}N_j$. The electrons scattered into that state contribute the sum of $\delta f$ over each pocket. This sum is zero because $\delta f$ is odd in velocity. Hence

$$\frac1{\tau_i}=\sum_jW_{ij}N_j,\qquad \sigma(E)=e^2\sum_i\frac{n_i\tau_i}{m_i}.$$

Now set all $W_{ij}=W$. Both lifetimes equal $1/[W(N_s+N_d)]$, and

$$\sigma(E)=\frac{e^2}{3W}\,\frac{N_sv_s^2+N_dv_d^2}{N_s+N_d}.$$

The transport function is proportional to the mean square speed of the states at energy $E$. Adding slow electron states lowers that mean. A constant $W$ cancels from $S$.

For the slope, note that $N_iv_i^2=2N_i\varepsilon_i/m_i\propto\varepsilon_i^{3/2}$, so its derivative is $3N_i/m_i$. Also $dN_i/dE=N_i/2\varepsilon_i$. Therefore

$$\frac{d\ln\sigma}{dE}=\frac{3(N_s/m_s+N_d/m_d)}{N_sv_s^2+N_dv_d^2}-\frac{N_s/2\varepsilon_s+N_d/2\varepsilon_d}{N_s+N_d}.$$

The first term is the gain in speed and carriers; the second is the growing number of final states for scattering. When the second is larger, $S$ is positive in the Mott regime.

Equal strengths aren't essential. Just above $E_d$, $n_d\propto\varepsilon_d^{3/2}$, so the heavy pocket's own conduction has a vanishing slope there. The light lifetime gives

$$\frac{d\ln\sigma}{dE}\to-\frac{W_{sd}}{W_{ss}}\frac{N_d}{2\varepsilon_dN_s}\propto-\varepsilon_d^{-1/2}.$$

This diverges for any nonzero $W_{sd}$. In this model a positive $S$ therefore exists close enough to the edge, provided $kT\ll\varepsilon_d$.

### Numbers

Choose $m_s=1$ and $m_d=5$ electron masses, with the Fermi level $E_F$ 3.0 eV above the light bottom and 0.20 eV above the heavy one. Then $N_d/N_s=2.887$. Dividing the numerator and denominator of each term by common factors,

$$\frac{3(1+2.887/5)}{2(3.0)+2(0.20)(2.887/5)}=0.759\ \text{eV}^{-1},$$

$$\frac{1/6.0+2.887/0.40}{1+2.887}=1.900\ \text{eV}^{-1}.$$

The slope is $0.759-1.900=-1.14$ eV$^{-1}$. At 300 K the Mott formula gives $S=+8.4$ µV/K.

The full integral, at fixed electron density, gives $+10.7$ µV/K, with a mean transport energy 3.2 meV below $\mu$. Finding the voltage that stops the current between reservoirs 1 K apart gives the same 10.7 µV/K.

Most of the excess over the Mott value comes from the departure of $\sigma(E)$ from a straight line; the small shift of $\mu$ at fixed density supplies the rest. Relative to its value at $E_F$, $\sigma$ is 1.193 at $-0.10$ eV and 0.922 at $+0.10$ eV; at $\mp0.20$ eV it is 3.493 and 0.886. Half the difference across $E_F$ is thus 0.136 and then 1.304, where a straight line would give 0.114 and 0.228. This odd part, which drives $S$, grows faster than the average of the two sides, which is 1.057 and then 2.189: their ratio rises from 0.128 to 0.595.

Two controls identify the cause. With the heavy pocket removed and the Fermi level held at 3.0 eV, $S=-2.4$ µV/K. With the pocket present but $W_{sd}/W_{ss}$ reduced to 0.001, and $W_{dd}=W_{ss}$, $S=-2.8$ µV/K. Scattering into the slow pocket reverses the sign; the pocket's mere presence does not. At 300 K the reversal occurs at $W_{sd}/W_{ss}\approx0.07$.

The filling matters too. With $E_d$ fixed and equal strengths, $S$ at 300 K is positive for $\mu-E_d$ between about $-0.11$ and $+0.58$ eV. At higher filling the speed term wins again. The window begins below the edge because the upper thermal tail already reaches the slow states.

### What the Hall effect says here

In a field $B$ along $z$, the drift equation of one pocket is $m\dot{\mathbf v}=-e(\mathbf E+\mathbf v\times\mathbf B)-m\mathbf v/\tau$. For a field $E_x$ alone and weak $B$, the steady state has $v_x=-e\tau E_x/m$ and $v_y=(eB\tau/m)v_x$. Since $j=-nev$, summing over pockets gives

$$\sigma_{xx}=e^2\sum_i\frac{n_i\tau_i}{m_i},\qquad \sigma_{yx}=e^3B\sum_i\frac{n_i\tau_i^2}{m_i^2}.$$

Setting $j_y=0$ requires $E_y=-(\sigma_{yx}/\sigma_{xx})E_x$, and so

$$R_H=\frac{E_y}{j_xB}=-\frac{\sum_in_i\tau_i^2/m_i^2}{e\left(\sum_in_i\tau_i/m_i\right)^2}<0 .$$

At finite temperature, the numerator and the sum inside the square are each averaged with $-\partial f/\partial E$. The example gives $R_H=-2.5\times10^{-4}$ cm³/C at 300 K. The same metal has a positive thermopower and a negative Hall coefficient.

The Hall sign is not a general proof either. A hole pocket would enter the numerator with the opposite sign, so a mixed metal reports which group wins, weighted by $n\tau^2/m^2$. It does not report that the other group is absent.

### How this compares with a real film

Your 15 µΩ cm sets the lifetime, 9.5 fs, and a light-electron mean free path of 9.8 nm. The pockets are chosen for clarity and are not the band structure of a particular silicide, so the calculated $S$ is not a prediction for your film.

Besides the coupling ratio, whose effect is given above, the diffusion part rests on coupling strengths that don't vary with energy or direction, on elastic scattering, and on negligible scattering from surfaces and grain boundaries. Real phonons exchange energy with the electrons. With a single phonon energy of 40 meV, a rough value, and direction-independent coupling, $S$ at 300 K falls from 10.7 to 4.1 µV/K. The sign survives for this phonon energy, but more than half the magnitude is lost. For a single phonon energy the margin is thin: with 60 meV phonons $S$ is only 0.1 µV/K at 300 K, and with 40 meV phonons it is about $-0.1$ µV/K at 200 K. A spectrum that also contains softer phonons loses less: with coupling weight proportional to $\omega^2$ up to 40 meV, $S$ is about 7 µV/K at 300 K and 2 µV/K at 200 K. The limits given above also tighten. With 40 meV phonons at 300 K, the coupling ratio at which $S$ changes sign rises from 0.07 to between 0.1 and 0.2, and the upper limit of $\mu-E_d$ falls from 0.58 to about 0.37 eV. The elastic model's rise to 39 µV/K at 600 K should therefore not be used as a forecast.

Surfaces and grain boundaries matter in a thin film. Suppose they scatter electrons within their own pocket at a rate $v/L$, with $L$ a fixed length. If this rate equals the other scattering rate of the light electrons at $E_F$, the elastic $S$ at 300 K falls to 1.6 µV/K; if it is twice as large, $S$ is $-1.5$ µV/K.

Two other corrections, each applied alone to the elastic result, are smaller. The lifetime broadening $\hbar/\tau=69$ meV is not negligible beside the 200 meV filling of the heavy pocket; an estimate that broadens the edge only in the density of final states gives 9.8 µV/K. A heavy-mass anisotropy of 10, averaged over grain orientations, also gives 9.8 µV/K.

Phonon drag could do more. Suppose a share $\alpha$ of the phonon momentum flow is handed to the electrons. For phonons whose frequency is proportional to wave number, the pressure is one third of the energy density. If all modes are treated this way, the force per volume is $-\alpha C\nabla T/3$, with $C$ the lattice heat capacity per volume. If this force is the same on every electron, balancing it against the electric force $-ne\mathcal E$, where $\mathcal E$ is the field and $n$ the total electron density, gives

$$S_{\rm drag}=-\frac{\alpha C}{3ne}.$$

With $C=3n_{\rm at}k$, a rough atomic density $n_{\rm at}=7.5\times10^{22}$ cm⁻³ and $n=2.81\times10^{22}$ cm⁻³, full drag would be $-230$ µV/K. A share of about 5 % would cancel the elastic $S$; for the inelastic value, about 2 % would suffice. These shares depend on which pocket takes up the momentum. At equal lifetimes, the current driven by a given force varies as $1/m$, so if the heavy pocket took all of it, about 20 % and 8 % would be needed. This crude balance omits collisions that pass momentum to the lattice as a whole, and I have not calculated $\alpha$.

So your few µV/K are compatible with electron conduction, and also with hole conduction. The sign of $S$ alone does not separate them. To learn which carriers are present, you need the Fermi surface; to explain the sign of $S$, you also need the energy dependence of the scattering. The numerical output below lists the remaining values.

## Numbers as computed

```
Light, heavy mass: 1.0, 5.0 m_e
Fermi level above light, heavy bottom: 3.00, 0.20 eV
Resistivity set at 300 K: 15.0 uOhm cm
Thermal energy kT: 25.85 meV
Electron density, light pocket: 2.360e+22 cm^-3
Electron density, heavy pocket: 4.541e+21 cm^-3
Total electron density: 2.814e+22 cm^-3
DOS light: 1.180e+22 per eV cm^3
DOS heavy: 3.406e+22 per eV cm^3
DOS ratio heavy/light: 2.887
Speed light, heavy: 1.027e+08, 1.186e+07 cm/s
Heavy share of sigma(E_F): 3.71 %
Relaxation time at E_F: 9.50 fs
Mean free path light, heavy: 9.76, 1.13 nm
k_F times mean free path, heavy: 5.77
sigma(E_F-0.30 eV)/sigma(E_F): 3.3684
sigma(E_F-0.20 eV)/sigma(E_F): 3.4932
sigma(E_F-0.10 eV)/sigma(E_F): 1.1930
sigma(E_F+0.00 eV)/sigma(E_F): 1.0000
sigma(E_F+0.10 eV)/sigma(E_F): 0.9218
sigma(E_F+0.20 eV)/sigma(E_F): 0.8857
Slope term, d ln(sum N v^2)/dE: 0.7594 per eV
Slope term, d ln(sum N)/dE: 1.8997 per eV
d ln sigma/dE at E_F: -1.1402 per eV
S, low-temperature formula at 300 K: +8.357 uV/K
mu(300 K) - E_F: -2.141 meV
S, full integral at 300 K: +10.731 uV/K
S, two-reservoir zero current: +10.731 uV/K
Mean transport energy <E-mu>: -3.219 meV
Hall coefficient at 300 K: -2.515e-04 cm^3/C
Apparent Hall density: 2.482e+22 cm^-3
S, heavy pocket removed: -2.443 uV/K
S, heavy pocket decoupled (0.001): -2.845 uV/K
Coupling W_sd/W_ss where S changes sign: 0.0691
S>0 at 300 K for mu-E_D from -0.1149 to +0.5841 eV
Upper limit of mu-E_D for S>0 at T->0: 0.5776 eV
S at 200 K, fixed density: +6.043 uV/K
S at 300 K, fixed density: +10.731 uV/K
S at 400 K, fixed density: +18.302 uV/K
S at 500 K, fixed density: +28.304 uV/K
S at 600 K, fixed density: +38.987 uV/K
S with inelastic 40 meV phonon: +4.096 uV/K
Lifetime width hbar/tau: 69.3 meV
S with broadened heavy edge: +9.757 uV/K
S with heavy mass ratio 10: +9.796 uV/K
Atomic density used for drag (rough): 7.50e+22 cm^-3
Full-drag thermopower: -229.7 uV/K
Drag share that cancels S: 4.67 %
```
